Orbital Hessian and √(width/gap) scaling of all-band conjugate gradients

**1. One orbital and two levels**

Take one real orbital in a space with two eigenvectors φ₁ and φ₂ of a fixed Hamiltonian, with levels ε₁ < ε₂. Normalization leaves one angle:

ψ = cos θ φ₁ + sin θ φ₂

With occupation g the energy is

E = g(ε₁ cos²θ + ε₂ sin²θ) = gε₁ + g(ε₂ − ε₁) sin²θ

Since sin²θ = θ² + O(θ⁴), the second derivative at the minimum θ = 0 is 2g(ε₂ − ε₁). The curvature is set by the energy of the empty level measured from the occupied one. The subtraction comes from normalization: mixing in φ₂ removes weight from φ₁.

With more empty levels there is one such curvature for each. A nearby level gives a soft direction and a distant level a stiff one. A gradient method has to handle both, and near the minimum their ratio, together with the accuracy sought, fixes a bound on the number of steps it needs.

**2. Many orbitals: the excess energy**

Let H be a fixed Hermitian M×M matrix in an orthonormal basis, with levels ε₁ ≤ … ≤ ε_M. The N orbitals are the columns of C, with C†C = 1, and all have the same occupation g. The band-structure energy is

E = g Tr C†HC

Assume a gap, ε_{N+1} > ε_N. Indices i and a denote occupied and empty eigenvectors. These are collected in C_o and C_v, with diagonal level matrices ε_o and ε_v.

It helps to extend E to linearly independent columns that need not be orthonormal:

E(C) = g Tr[(C†C)⁻¹ C†HC]  (1)

For orthonormal columns this is the original energy. Replacing C by CB, with B invertible, gives

(B†C†CB)⁻¹ B†C†HCB = B⁻¹ (C†C)⁻¹ C†HC B

and the trace is unchanged. The energy therefore depends only on the space spanned by the orbitals. Equal occupations are needed here.

Write C = C_o A + C_v B′. If A is invertible, as it is near the minimum, multiply by A⁻¹ from the right. The same space is then spanned by C_o + C_v Z, with Z = B′A⁻¹. The (M − N)×N matrix Z is free of constraints. Because C_o†C_v = 0 and C_o†HC_v = 0, the overlap and Hamiltonian matrices are

1 + Z†Z and ε_o + Z†ε_v Z

The minimum has E₀ = g Tr ε_o. Put S = Z†Z and subtract, writing ε_o as (1+S)⁻¹(1+S)ε_o:

E − E₀ = g Tr{(1+S)⁻¹[ε_o + Z†ε_vZ − (1+S)ε_o]}
= g Tr[(1+S)⁻¹(Z†ε_vZ − Sε_o)]  (2)

This holds for finite Z. It also gives small excess energies without subtracting two large totals, which is useful when the eigenvectors are known and an iteration is being tested.

**3. The Hessian**

The last bracket in (2) is already of second order, so (1+S)⁻¹ = 1 − S + … may be replaced by 1, with an error of fourth order. The two traces are

Tr Z†ε_vZ = Σ_ai ε_a |Z_ai|²
Tr Z†Z ε_o = Σ_ai ε_i |Z_ai|²

Hence

E − E₀ = g Σ_ai (ε_a − ε_i)|Z_ai|² + O(Z⁴)  (3)

Write Z_ai = x_ai + i y_ai, where the i in front of y_ai is the imaginary unit. The second derivatives with respect to x_ai and y_ai are both

K_ai = 2g(ε_a − ε_i)  (4)

and all mixed derivatives vanish. Each value occurs twice for complex orbitals and once for real ones. These are eigenvalues in the ordinary metric of the coefficients: the orthonormal orbitals (C_o + C_vZ)(1+S)^(−1/2) differ from C_o by C_vZ to first order, and the squared length of that change is Σ(x² + y²).

The same result follows with a Lagrange multiplier, which also shows what happens to rotations among occupied orbitals. Let

L = g Tr C†HC − g Tr Λ(C†C − 1)

Stationarity at C_o requires HC_o = C_oΛ, so Λ = ε_o. For a change δC = C_oA + C_vZ, orthonormality to first order requires A + A† = 0. On the constraint surface E equals L, and L is stationary, so the second-order bending of the path does not contribute. The second-order change is

g Tr(δC†H δC − ε_o δC†δC)

Cross terms between A and Z vanish by orthogonality. The Z part is (3). For the A part, A† = −A gives AA† = A†A, and therefore

Tr A†ε_oA = Tr ε_oAA† = Tr ε_oA†A

so its two terms cancel. There are N² real zero modes, which turn occupied orbitals into one another. In the extended functional (1), A is arbitrary and there are 2N² zero modes. The energy has no slope along any of these modes, so a gradient step does not have to resolve them. The unitary ones also leave the curvatures (4) unchanged. The other N² modes, which make the columns non-orthonormal, do change the curvatures: if column i is multiplied by a factor a, a given change of its coefficients changes Z_ai a times less, and its curvatures are divided by a². The values (4), and the condition number (5) below, therefore refer to orthonormal columns, which the iteration of section 4 restores after every step.

On the remaining directions the condition number is the largest value of (4) over the smallest:

κ = (ε_M − ε₁)/(ε_{N+1} − ε_N)  (5)

The numerator is the spectral width of the whole matrix H, including high empty states of no physical interest. The denominator is the gap. The factor 2g cancels. As the gap closes at fixed width, κ diverges, and so do the step counts (10) and (11) below.

If another set of eigenvectors is filled, (2) to (4) still hold with i running over that set. An empty level below a filled one gives a negative eigenvalue, so the point is not a minimum. It is a saddle if some empty level also lies above a filled one, and a maximum if the N highest levels are filled.

A six-level complex Hamiltonian checks this. Its levels are −2, −1, 0.5, 1.2, 2.5 and 4 eV, with N = 2 and g = 2. The extreme nonzero values from (4) are

2·2·[0.5 − (−1)] = 6 eV
2·2·[4 − (−2)] = 24 eV

Their ratio is 4, as is width over gap, 6/1.5. Finite differences of (1) in all 24 real coefficients give 2N² = 8 zeros and 2N(M − N) = 16 nonzero eigenvalues, within 2.5×10⁻⁶ eV of the formula. With the first and third levels filled, the lowest eigenvalue is 2·2·(−1 − 0.5) = −6 eV, and the finite differences confirm it.

**4. The all-band iteration**

For a change δC, the first-order change of E is 2g Re Tr δC†HC. Removing the part of HC inside the occupied space gives the residual

R = HC − C(C†HC), with C†R = 0  (6)

The projected gradient is 2gR in the inner product Re Tr X†Y. Near the minimum take C = C_o + C_vZ, which is orthonormal to first order. Then

HC = C_oε_o + C_vε_vZ
C(C†HC) = C_oε_o + C_vZε_o + O(Z²)
R = C_v(ε_vZ − Zε_o) + O(Z²)

The amplitudes of R are λ_ai Z_ai, with λ_ai = ε_a − ε_i. A common unitary rotation of the occupied columns changes neither the inner products nor this conclusion.

One conjugate-gradient (CG) step for all orbitals together is as follows.

1. Form R. Set D = −R in the first step, and D = −R + βD_old afterwards, with β = ‖R‖²/‖R_old‖². The norms include all columns.
2. Project: replace D by D − C(C†D).
3. Move to Y = C + αD with the line step α given below.
4. Factor Y†Y = LL† by Cholesky and set C_new = Y(L†)⁻¹. Then C_new†C_new = L⁻¹LL†(L†)⁻¹ = 1.

For the line step let h = C†HC. Since C†D = 0, the overlap of the moved columns is 1 + α²D†D, and its inverse is 1 − α²D†D + O(α⁴). Inserting this in (1) gives

E(α) − E(0) = g[2α Re Tr D†HC + α² Tr(D†HD − D†D h)] + O(α³)

Here Tr D†HC = Tr D†R, because D†C = 0. Setting the derivative of the quadratic part to zero gives

α = −Re Tr D†R / Tr(D†HD − D†D h)  (7)

Near the minimum the denominator is Σλ_ai|D_ai|² to leading order and is positive. Far away it can be zero or negative, and (7) must then be replaced by a safeguarded line search.

The Cholesky factor differs from 1 by O(α²D†D), so the columns keep their identity to first order and D_old can be reused. If the orthonormalization adds a further rotation U, including mere sign changes of columns, D must be multiplied by the same U.

The residual also gives a stopping criterion. With Δ = ε_{N+1} − ε_N, every λ_ai ≥ Δ, so λ_ai ≤ λ_ai²/Δ. To leading order

E − E₀ = g Σλ_ai|Z_ai|² ≤ g‖R‖²/Δ

**5. What CG minimizes**

In the quadratic region, collect the real amplitudes in a vector z and the differences in a diagonal matrix Λ, which from here on has this meaning. Apart from g, the excess energy is z·Λz, and the residual is r = Λz. The recurrence is

z_{k+1} = z_k + α_k d_k, d_k = −r_k + β_k d_{k−1}

with d₀ = −r₀. Exact arithmetic and nonzero residuals are assumed.

Suppose d₀, …, d_{k−1} are mutually conjugate, d_i·Λd_j = 0 for i ≠ j. The line search makes r_{j+1} orthogonal to d_j. Later steps change the residual by α_mΛd_m, which is orthogonal to d_j by conjugacy. Hence r_k is orthogonal to all earlier directions, and so to all earlier residuals, which span the same space.

The new direction is conjugate too. Use Λd_j = (r_{j+1} − r_j)/α_j. For j < k − 1, both terms of d_k·Λd_j vanish. For j = k − 1,

α_{k−1} d_k·Λd_{k−1} = −‖r_k‖² + β_k d_{k−1}·(r_k − r_{k−1})
= −‖r_k‖² + β_k‖r_{k−1}‖² = 0

because d_{k−1}·r_k = 0 and d_{k−1}·r_{k−1} = −‖r_{k−1}‖². The induction is complete.

Since r₀ = Λz₀ and r_{j+1} = r_j + α_jΛd_j, each step adds at most one power of Λ, so d₀, …, d_{k−1} lie in the span of Λz₀, …, Λᵏz₀. Being nonzero and mutually conjugate, these k directions are linearly independent and span that whole space. The residual r_k is orthogonal to this space, so z_k minimizes the convex quadratic energy over z₀ plus the space. Every vector in that set is p(Λ)z₀, where p is a real polynomial of degree at most k with p(0) = 1. Let w_j = λ_jz_j²/Σ_mλ_mz_m² be the initial energy shares. Then

(E_k − E₀)/(E_start − E₀) = min_p Σ_j w_j p(λ_j)²  (8)

Here E_k is the energy after k steps. The count depends on the distribution of differences and on the start, as well as on κ. If there are d distinct differences, the product of the factors 1 − λ/λ_j over them vanishes at all of them, and d steps suffice.

**6. The square-root bound**

Let λ_min and λ_max be the extreme differences. The Chebyshev polynomial T_k obeys T_k(cos θ) = cos kθ and T_k(cosh t) = cosh kt, so |T_k| ≤ 1 on [−1, 1]. Define

F(λ) = T_k[(λ_max + λ_min − 2λ)/(λ_max − λ_min)]
x₀ = (κ + 1)/(κ − 1)

Then F(0) = T_k(x₀), and p = F/F(0) is allowed in (8). Since the shares sum to one,

(E_k − E₀)/(E_start − E₀) ≤ 1/T_k(x₀)²  (9)

Set x₀ = cosh t. From x₀² − 1 = 4κ/(κ − 1)²,

eᵗ = x₀ + √(x₀² − 1) = (√κ + 1)²/(κ − 1) = (√κ + 1)/(√κ − 1)

Call this 1/ρ. Then T_k(x₀) = (ρ⁻ᵏ + ρᵏ)/2 ≥ ρ⁻ᵏ/2, and the ratio in (9) is at most 4ρ²ᵏ. It is below a chosen δ if k ln(1/ρ) ≥ ln(2/√δ). With s = 1/√κ,

ln(1/ρ) = ln[(1 + s)/(1 − s)] = 2(s + s³/3 + …) ≥ 2/√κ

A sufficient number of steps is therefore the next integer at or above

k = (√κ/2) ln(2/√δ)  (10)

For κ = 1 all differences are equal and one step suffices.

The square root cannot be improved for general spectra and starts. Choose k + 1 distinct differences λ₀ < … < λ_k at the points where F = +1, −1, +1, and so on. Let ℓ_j be the polynomial of degree k that is 1 at λ_j and 0 at the others:

ℓ_j(0) = Π_{m≠j} λ_m/(λ_m − λ_j)

There are j negative factors, so the sign is (−1)ʲ, equal to F(λ_j). Interpolating F at zero gives

T_k(x₀) = Σ_j ℓ_j(0)F(λ_j) = Σ_j|ℓ_j(0)|

Choose the energy shares w_j = |ℓ_j(0)|/T_k(x₀). For any allowed p, interpolation and the Cauchy inequality give

1 = Σ_jℓ_j(0)p(λ_j) ≤ T_k(x₀) Σ_jw_j|p(λ_j)| ≤ T_k(x₀)[Σ_jw_jp(λ_j)²]^(1/2)

The ratio (8) is thus at least 1/T_k(x₀)². Together with (9), it equals that value. Since T_k(x₀) ≤ ρ⁻ᵏ, the ratio is at least ρ²ᵏ, so reaching δ in k steps in such a case requires k ≥ ln(1/δ)/[2 ln(1/ρ)]. For large κ this is about (√κ/4) ln(1/δ), the same leading dependence as (10) for small δ.

A run of the nonlinear iteration with κ = 45 and nine such differences gives a ratio of 0.03219 after eight steps, equal to the Chebyshev value at this precision. The ninth step reduces it to about 3×10⁻¹⁹. In the quadratic limit it would be zero; the remainder comes from the nonlinear terms and falls as the fourth power of the starting amplitudes.

A small gap need not be this costly. Suppose one difference λ₁ lies far below the rest, which begin at λ₂. Use p(λ) = (1 − λ/λ₁)q(λ), with q the Chebyshev choice of degree k − 1 on [λ₂, λ_max]. The first factor is at most κ − 1 in magnitude, so the ratio is bounded by (κ − 1)²/T_{k−1}(x₀′)², where x₀′ is formed with κ′ = λ_max/λ₂. The small difference then enters the count through a logarithm of κ, and the square root contains κ′.

**7. Comparison with steepest descent**

Steepest descent uses D = −R in every step. Compare it with the fixed step 2/(λ_min + λ_max), which multiplies each amplitude by 1 − 2λ_j/(λ_min + λ_max), of magnitude at most (κ − 1)/(κ + 1). The exact line search from the same point does at least as well, so each step multiplies the excess energy by at most [(κ − 1)/(κ + 1)]². A sufficient count is the next integer at or above

k = ln(1/δ)/(2 ln x₀) ≤ (κ/4) ln(1/δ)  (11)

where ln x₀ ≥ 2/κ by the series used above. This bound is linear in κ.

**8. A model insulator**

The model has two uncoupled open chains of 80 sites, one filled and one empty, with g = 2. The filled chain has hopping t_v = 0.1 eV and the empty one hopping t_e. With c_j = cos(πj/81), j = 1, …, 80, and gap parameter G, the levels are

filled: −2t_v − 2t_v c_j
empty: G + 2t_e − 2t_e c_j

The gap is G + 2(t_e + t_v)(1 − c₁), slightly above G because the chain is finite. The absence of coupling is no restriction on the count: in exact arithmetic, a unitary change of basis carries the whole iteration with it, so only the levels and the starting amplitudes matter.

The start has Z_ai proportional to ±1/√λ_ai with random signs. By (3), every rotation then carries the same share of the excess energy. The largest singular value of Z is 0.01, which places the start near the quadratic region. The target is δ = 10⁻¹⁰, relative to the initial excess energy.

For G = 0.1 eV and t_e = 1 eV, the gap is 0.1017 eV and the width 4.498 eV. The unrounded values give κ = 44.25 and √κ = 6.652. Equation (10) gives

(6.652/2) ln(2/10⁻⁵) = 3.326 × 12.21 = 40.6

so 41 steps suffice in the quadratic limit. The iteration takes 37. All four cases are:

| G, t_e (eV) | κ | CG steps | CG steps/√κ | Steepest descent |
|---|---|---|---|---|
| 1.6, 1 | 3.75 | 11 | 5.68 | 18 |
| 0.4, 1 | 11.95 | 20 | 5.79 | 53 |
| 0.1, 1 | 44.25 | 37 | 5.56 | 180 |
| 0.4, 4 | 41.35 | 36 | 5.60 | 174 |

From the first row to the third, the gap shrinks and √κ grows by a factor of 3.44. The CG count grows by 3.36, while the steepest-descent count grows by 10.0 and κ by 11.8. From the second row to the fourth, the width grows at nearly fixed gap. There √κ grows by 6.430/3.456 = 1.86 and the CG count by 36/20 = 1.80. Within this model and start, narrowing the gap and widening the spectrum act through the same ratio. The numerical check requires the CG count divided by √κ to vary by less than a factor of 1.3 over the four cases, and both methods to respect their bounds with one extra step allowed for nonlinearity.

**9. Conditions of use**

The bound is local and concerns unpreconditioned CG with a fixed H. It does not count the steps needed to reach the quadratic region from arbitrary orbitals. In a self-consistent calculation H changes with the density, which in general adds a second-order term to (3) and shifts Hessian eigenvalues away from the bare level differences. If the eigenvectors are real and the interaction energy depends on the density alone, only the real amplitudes are affected: imaginary ones leave the density unchanged to first order. With unequal occupations, rotations between orbitals of different occupation can change the energy and are in general no longer zero modes; phase changes and rotations among equally occupied orbitals remain so. A fixed, positive definite preconditioner replaces Λ by another operator, whose condition number takes the place of (5) in the CG bound.

The result counts iterations, not computing time. Each step also requires products of H with the orbitals, and matrix products and an orthonormalization whose work grows as MN² for dense orbitals.

Table of computed values

```
Six-level model, levels (eV): -2.0 -1.0 0.5 1.2 2.5 4.0
Occupied orbitals: 2, occupation g = 2
Hessian eigenvalues, finite differences (eV), zero modes first:
   -0.0000  -0.0000  -0.0000  -0.0000   0.0000   0.0000   0.0000   0.0000
    6.0000   6.0000   8.8000   8.8000  10.0000  10.0000  12.8000  12.8000
   14.0000  14.0000  18.0000  18.0000  20.0000  20.0000  24.0000  24.0000
Nonzero formula values 2g(e_a-e_i) (eV), each twice:
  6.0000 8.8000 10.0000 12.8000 14.0000 18.0000 20.0000 24.0000
Largest deviation: 2.5e-06 eV
Condition number from finite differences: 4.0000
Width over gap: 4.0000
Lowest Hessian eigenvalue, levels 1 and 3 filled: -6.0000 eV
Excess energy far away, direct / formula: 10.108330 / 10.108330 eV
Worst case: kappa = 45, distinct differences = 9
  excess ratio after 8 CG steps: 0.032190
  Chebyshev value 1/T_k^2:      0.032190
  excess ratio after 9 CG steps: 2.8e-19
Model insulator: 80 cells, 80 occupied of 160 orbitals
Valence hopping: 0.1 eV; excess reduced by delta = 1e-10
Gap parameter 1.6 eV, empty-band hopping 1.0 eV:
  gap 1.6017 eV, width 5.9983 eV, kappa 3.75, sqrt(kappa) 1.935
  CG steps 11, Chebyshev bound 11, simple bound 11.8, steps/sqrt(kappa) 5.68
  steepest-descent steps 18, bound 22, steps/kappa 4.81
Gap parameter 0.4 eV, empty-band hopping 1.0 eV:
  gap 0.4017 eV, width 4.7983 eV, kappa 11.95, sqrt(kappa) 3.456
  CG steps 20, Chebyshev bound 21, simple bound 21.1, steps/sqrt(kappa) 5.79
  steepest-descent steps 53, bound 69, steps/kappa 4.44
Gap parameter 0.1 eV, empty-band hopping 1.0 eV:
  gap 0.1017 eV, width 4.4983 eV, kappa 44.25, sqrt(kappa) 6.652
  CG steps 37, Chebyshev bound 41, simple bound 40.6, steps/sqrt(kappa) 5.56
  steepest-descent steps 180, bound 255, steps/kappa 4.07
Gap parameter 0.4 eV, empty-band hopping 4.0 eV:
  gap 0.4062 eV, width 16.7938 eV, kappa 41.35, sqrt(kappa) 6.430
  CG steps 36, Chebyshev bound 39, simple bound 39.2, steps/sqrt(kappa) 5.60
  steepest-descent steps 174, bound 238, steps/kappa 4.21
From gap parameter 1.6 eV to 0.1 eV at hopping 1.0 eV:
  growth of kappa 11.82, of sqrt(kappa) 3.44
  growth of CG steps 3.36, of steepest-descent steps 10.00
```
